Depopulation rate and level shift of Rydberg hydrogen in blackbody radiation

**Blackbody depopulation and shift of hydrogen Rydberg levels**

**Problem**

A hydrogen atom in the level nl sits in isotropic blackbody radiation of temperature T. Use atomic units (ħ = m = e = 1, c = 1/α, Gaussian fields), H = p²/2 + V with V = −1/r and an infinitely heavy nucleus, E_n = −1/(2n²), the electric dipole approximation and lowest order in the field.

(a) Find the rate Γ at which the radiation drives the atom out of nl, to all bound and continuum states, and its limit when the transition frequencies are small against kT. On which side of the limit does Γ lie?
(b) Estimate from the Kepler orbit how fast low-l levels approach the limit.
(c) Find the level shift Δ in the same limit and in the opposite one.
(d) Evaluate everything at 300 K.

**Solution**

Let i be the state nlm, ω_j = E_j − E_i, |r_j|² = |x_ji|² + |y_ji|² + |z_ji|², and f_j = (2/3)ω_j|r_j|², which is negative for lower levels. Sums over j include the continuum. The small parameter is η = 1/(n³kT), the level spacing dE_n/dn = 1/n³ over kT.

Summed over the final m, |r_j|² is the expectation of a scalar operator and does not depend on the initial m, so it equals 3R²/(2l+1) times Σ_m|⟨l′m|cos θ|lm⟩|², with R the radial integral. For l′ = l+1 the element squared is [(l+1)² − m²]/[(2l+1)(2l+3)], and Σ_m[(l+1)² − m²] = (2l+1)(l+1)(2l+3)/3, which gives (l+1)R²/(2l+1). Exchanging l and l′ gives lR²/(2l+1) for l′ = l−1.

*The field.* Two polarizations give 2·4πk²dk/(2π)³ = α³ω²dω/π² modes per volume, each holding the energy ωn̄, with n̄ = 1/(exp(ω/kT) − 1). The energy density is (E² + B²)/8π = ⟨E²⟩/4π, since the electric and magnetic parts are equal. The mean-square field per unit ω is then

⟨E²⟩_ω = 4α³ω³n̄/π. (1)

In the quantized field absorption carries the factor n̄ and emission n̄ + 1. The part proportional to n̄ is the same up and down and acts as a classical random field with spectrum (1). The 1 gives spontaneous decay and the Lamb shift, which do not depend on T.

*Three sum rules.* From [H, x] = −ip_x follows ω_j x_ji = −i(p_x)_ji. For a Hermitian A, ⟨[A,[H,A]]⟩ = ⟨2AHA − A²H − HA²⟩ = 2Σ_j ω_j|A_ji|². With A = x the double commutator is [x, −ip_x] = 1, and three components give the Thomas–Reiche–Kuhn rule

Σ ω_j|r_j|² = 3/2, that is Σ f_j = 1. (2)

Closure gives Σ ω_j²|r_j|² = ⟨p²⟩. Since [H, p] = i∇V, the identity 0 = ⟨[H, r·p]⟩ = ⟨−ip² + i r·∇V⟩ gives ⟨p²⟩ = ⟨1/r⟩, hence E_n = −⟨p²⟩/2 and

Σ ω_j²|r_j|² = 1/n², that is Σ f_jω_j = 2/(3n²). (3)

With A = p_x the double commutator is [p_x, i∂_xV] = ∂_x²V. As ∇²(−1/r) = 4πδ(r), and |ψ(0)|² = (2/n^{3/2})²/4π = 1/(πn³) for s states and zero otherwise,

Σ ω_j³|r_j|² = ½⟨∇²V⟩ = (2/n³)δ_{l0}. (4)

**(a) The rate**

For the perturbation E₀z cos ωt, first-order theory keeps the resonant half of the cosine. With δ = |ω_j| − ω,

|c_j|² = (E₀²|z_ji|²/4) sin²(δt/2)/(δ/2)² → (E₀²|z_ji|²/4) 2πt δ_D(δ),

where δ_D is the Dirac function; for a lower level the other half of the cosine is the resonant one. Since ⟨E²⟩ = E₀²/2, the rate is π⟨E²⟩|z_ji|²δ_D. Thermal modes have random phases and each Cartesian component carries a third of (1), so the rate to j is (π/3)⟨E²⟩_ω|r_j|² at ω = |ω_j|. Writing |ω|n̄ = kT g(x) with x = |ω|/kT,

Γ = (4α³kT/3) Σ ω_j²|r_j|² g(x_j), g(x) = x/(exp x − 1). (5)

Replacing n̄ by 1 and keeping lower levels gives Γ_sp = (4α³/3)Σ_lower |ω_j|³|r_j|². The degenerate levels n, l±1 have ω_j = 0 and drop out. A fine-structure splitting of order α²/n³ with |r|² of order n⁴ would add only a fraction of order α⁴ to (3).

When x_j ≪ 1 for all terms that matter in (3), g → 1, and

Γ → Γ₀ = 4α³kT/(3n²). (6)

The rule at work is (3), not (2). Because exp x − 1 > x, g < 1 in every term, so Γ < Γ₀ strictly in this model.

A lower bound follows from n̄ = ½coth(x/2) − ½. Upward terms carry |ω|³n̄, and downward terms with spontaneous decay added carry |ω|³(n̄+1); both equal ½|ω|³coth(x/2) − ½ω³ with ω signed. Therefore

Γ + Γ_sp = (4α³kT/3) Σ ω_j²|r_j|² (x_j/2)coth(x_j/2) − (2α³/3) Σ ω_j³|r_j|². (7)

Since tanh u ≤ u, (x/2)coth(x/2) ≥ 1. For l ≥ 1 the last sum vanishes by (4), so

Γ₀ − Γ_sp ≤ Γ < Γ₀ (l ≥ 1). (8)

For s states (4) lowers the bound by a further 4α³/(3n³) = Γ₀/(nkT), which empties it when nkT < 1. For a circular state of large n, l = n−1, the weight in (3) lies almost wholly at |ω| ≈ 1/n³, as (9) shows for small eccentricity, and (x/2)coth(x/2) = 1 + x²/12 + … gives Γ + Γ_sp ≈ Γ₀(1 + η²/12).

**(b) Approach to the limit**

For large n the elements r_ji with n′ = n + s, summed over l′ and m′, go over into the Fourier coefficients r_s of the orbit at frequency s/n³. The ellipse is x = n²(cos u − ε), y = n²√(1−ε²) sin u, with M = t/n³ = u − ε sin u and ε² = 1 − L²/n²; the semiclassical value L = l + ½ is used. Integration by parts gives x_s = (1/2π)∫x exp(−isM)dM = (1/2πis)∫exp(−isM)dx. Bessel's integral J_s(w) = (1/2π)∫exp[−i(su − w sin u)]du, differentiated in w at w = sε, gives (1/2π)∫sin u exp(−isM)du = −iJ′_s. The vanishing of ∫exp(−isM)dM = ∫(1 − ε cos u)exp(−isM)du gives (1/2π)∫cos u exp(−isM)du = J_s/ε. Hence x_s = n²J′_s/s and y_s = n²√(1−ε²)J_s/(isε), and (s/n³)²|r_s|² = W_s/n², the same for s and −s. Equation (5) becomes

Γ/Γ₀ = 2 Σ_{s≥1} g(sη) W_s, W_s = J′_s(sε)² + (ε⁻² − 1)J_s(sε)². (9)

Parseval's theorem with the classical mean ⟨v²⟩ = 1/n² gives Σ W_s = ½. For ε → 0, J_s ∝ ε^s leaves only W₁ = ¼ + ¼.

For ε = 1 and large s only small u contributes, where M ≈ u³/6. Then J′_s(s) ≈ (1/π)∫₀^∞ u sin(su³/6)du, and u = (2/s)^{1/3}t with Ai′(0) = −(1/π)∫₀^∞ t sin(t³/3)dt gives

J′_s(s) ≈ b s^{−2/3}, b = 2^{2/3}|Ai′(0)| = 0.41085.

The region is r = n²(1 − cos u) ~ n²s^{−2/3} = ω^{−2/3}: high harmonics come from the fast passage near the nucleus. The deficit is 2Σ W_s[1 − g(sη)], dominated for η ≪ 1 by s ≳ 1/η, so the sum becomes an integral over x = sη:

1 − Γ/Γ₀ ≈ 2b²η^{1/3} ∫₀^∞ x^{−4/3}(1 − g)dx.

The integral is −∫x^{q−1}[1/(exp x − 1) − 1/x]dx at q = 2/3. For q > 1, ∫x^{q−1}dx/(exp x − 1) = Γ_E(q)ζ(q), with Γ_E the gamma function. Subtracting 1/x on (0,1) and adding back 1/(q−1) continues this to q > 0, and for q < 1 that term equals −∫₁^∞x^{q−2}dx, which extends the subtraction to infinity. The integral is thus −Γ_E(2/3)ζ(2/3) = 3.3143, and

1 − Γ/Γ₀ ≈ Cη^{1/3} = C/[n(kT)^{1/3}], C = 2 × 0.41085² × 3.3143 = 1.1189. (10)

For ε < 1 the phase gains s(1−ε)u ~ s^{2/3}L²/(2n²). Equation (9) samples only s ≲ 1/η, where this is of order L²(kT)^{2/3}, so (10) needs both n ≫ (kT)^{−1/3} and L = l + ½ ≪ (kT)^{−1/3}. Even for s states the second condition requires kT far below a hartree, so raising T at fixed n does not improve (10) indefinitely.

One step here is heuristic. The harmonics reach s ~ n³kT, which is of order n once n²kT is of order 1. Upward harmonics beyond s = n/2 then stand for ionization, and downward ones of the same frequency for jumps to levels below n/√2. The argument for keeping (9) is that at r ~ ω^{−2/3} the kinetic energy 1/r ~ ω^{2/3} far exceeds the change ω when ω ≪ 1. The comparison in (d) checks the outcome.

**(c) The shift**

In second order each half of the cosine, of amplitude E₀z_ji/2, leads to an intermediate state with one photon fewer or more, with denominators −ω_j + ω and −ω_j − ω:

δE = (E₀²/4) Σ|z_ji|²[1/(ω − ω_j) − 1/(ω + ω_j)] = −½⟨E²⟩ Σ 2ω_j|z_ji|²/(ω_j² − ω²).

Isotropy replaces |z|² by |r|²/3, giving δE = −½χ(ω)⟨E²⟩ with the polarizability χ(ω) = Σ f_j/(ω_j² − ω²). Slow switching-on moves each pole off the real axis by an infinitesimal; the δ-function part describes real transitions and the principal value (PV) is the shift. With (1) and ω = x kT,

Δ = (2α³/π)(kT)² Σ f_j PV∫₀^∞ x³dx/[(x² − y_j²)(exp x − 1)], y_j = ω_j/kT.

At y = 0 the integral is ∫x dx/(exp x − 1) = ζ(2) = π²/6. Defining Φ(y) as the integral times 6/π², so that Φ(0) = 1,

Δ = Δ₀ Σ f_j Φ(y_j), Δ₀ = πα³(kT)²/3. (11)

When |y_j| ≪ 1 for the terms that matter, (2) gives Δ → Δ₀, upward and free of n and l. It is the quiver energy of a free electron: ẍ = −E₀cos ωt gives ⟨v²⟩/2 = ⟨E²⟩/(2ω²), and ∫⟨E²⟩_ω dω/(2ω²) = (2α³/π)(π²/6)(kT)² = Δ₀. With the hartree equal to α²mc², Δ₀ = πα(kT)²/(3mc²) in any units.

For a closed form, write x³/(x² − y²) = x + y²x/(x² − y²) and use Binet's integral for the digamma function, which after t = x/2π reads

∫₀^∞ x dx/[(x² + 4π²z²)(exp x − 1)] = ½[ln z − 1/(2z) − ψ(z)], Re z > 0.

As z → i|y|/2π the real part of the left side is the principal value. On the right 1/z is imaginary, and ψ(1+z) = ψ(z) + 1/z, so

Φ(y) = 1 + (3y²/π²)[ln(|y|/2π) − Re ψ(1 + iy/2π)]. (12)

For |y| ≫ 1, 1/(x² − y²) ≈ −1/y² and ∫x³dx/(exp x − 1) = 6ζ(4) = π⁴/15 give Φ ≈ −2π²/(5y²). If every nonzero frequency is far above kT, and χ(0) is taken without the degenerate levels n, l±1, whose f_j vanish, then

Δ ≈ −Δ₀(2π²/5)(kT)²χ(0) = −(2π³α³/15)χ(0)(kT)⁴. (13)

State independence is therefore assured when the important transition frequencies are small against kT and is lost when they are all large. For low l at 300 K it needs n well above (kT)^{−1/3} ≈ 10. At n = 50 the levels l = 10 and l = 49 lie much closer to Δ₀ than 50s does, as the table in (d) shows.

The departure Δ/Δ₀ − 1 = Σ f_j(Φ − 1) is expected, for η ≪ 1, to be much smaller in size than the deficit of the rate, and it is so for all six states computed in (d). This does not extend to low levels: for 1s the shift is negative, so the departure exceeds 1 in size, while the deficit cannot. In the Kepler limit f_s = (2/3)nW_s/s is odd in s and Φ is even, so upward and downward terms cancel. Each alone is of order n∫s^{−7/3}ds over s ~ 1/η, that is η(kT)^{−1/3} for low l. If the asymmetry between up and down is of relative order ω/ω^{2/3} ~ (kT)^{1/3}, the remainder is of order η. This last estimate is a conjecture, checked below in its n-dependence at one temperature.

**(d) Hydrogen at 300 K**

Here kT = 9.50043×10⁻⁴ hartree, α³ = 3.88594×10⁻⁷ and (kT)^{−1/3} = 10.17.

Γ₀n² = 4 × 3.88594×10⁻⁷ × 9.50043×10⁻⁴/3 = 4.9224×10⁻¹⁰ a.u.; times 4.13414×10¹⁶ s⁻¹ this is 2.035×10⁷ s⁻¹.

Δ₀ = π × 3.88594×10⁻⁷ × (9.50043×10⁻⁴)²/3 = 3.6729×10⁻¹³ hartree; times 6.57968×10¹⁵ Hz this is 2417 Hz, about 2.4 kHz.

Equation (10) reads 1 − Γ/Γ₀ ≈ 1.1189 × 10.172/n = 11.38/n.

The full sums (5) and (11) come from diagonalizing H in a B-spline basis, whose eigenstates represent bound levels and continuum; the program and its output are printed after this text. Rates are in s⁻¹.

state      Γ₀      Γ       Γ_sp    Γ/Γ₀    eq. (9)  eq. (10)
30s        22610   14620   21100   0.646   0.642    0.621
50s        8140    6359    4629    0.781   0.778    0.772
50p        8140    6396    43500   0.786   0.783    0.772
50, l=10   8140    7458    837     0.916   0.916    not valid
50, l=49   8140    8105    35      0.996   0.996    not valid
100s       2035    1809    583     0.889   0.887    0.886

state      η         Δ (Hz)   Δ/Δ₀ − 1     ratio to η
30s        0.0390    2340     −3.2×10⁻²    −0.81
50s        0.00842   2399     −7.1×10⁻³    −0.85
50p        0.00842   2400     −6.8×10⁻³    −0.81
50, l=10   0.00842   2415     −6.2×10⁻⁴    −0.07
50, l=49   0.00842   2417     −1.7×10⁻⁶    0.00
100s       0.00105   2414     −9.1×10⁻⁴    −0.86

The true rate of 50s lies 22 % below Γ₀, and that of 100s 11 % below, both relative to Γ₀, although η is under 0.01. The program tests Γ < Γ₀ and agreement of (9) with the quantum Γ/Γ₀ within 0.01 for all six states. For 50s equation (10) gives a deficit of 1 − 0.7724 = 0.2276 against the computed 1 − 0.7812 = 0.2188, too large by 4 % of the latter; for 100s it gives 0.1138 against 0.1112, too large by 2 %.

The lower bound in (8), tested for the three states with l ≥ 1, is negative for 50p and equals 8140 − 837 = 7303 s⁻¹ for l = 10, below the value 7458 s⁻¹. For the circular state (Γ + Γ_sp)/Γ₀ − 1 = 6.3×10⁻⁶, against the estimate η²/12 = 5.9×10⁻⁶. The difference is a correction in 1/n. Since [H, p] = i∇V, closure gives Σ ω_j⁴|r_j|² = ⟨1/r⁴⟩ for l ≥ 1. With the circular radial function rψ ∝ rⁿexp(−r/n) this turns η²/12 into (η²/12) n³/[(n−½)(n−1)(n−3/2)], which is 6.3×10⁻⁶ at n = 50.

The program tests that each shift lies within 2η of Δ₀, relative to Δ₀. The departure falls by a factor 7.86 from 50s to 100s, where a pure n⁻³ law gives 8. For 1s, with χ(0) = 4.5 a.u., equation (13) gives −2416.7 Hz × (2π²/5) × (9.50043×10⁻⁴)² × 4.5 = −0.039 Hz, and the full sum agrees. An interval from 1s to any of the six levels in the table thus widens by nearly the whole Δ₀, while between 30s and 50s only 2399 − 2340 = 59 Hz survives.

The digits belong to the model. With a finite proton mass the reduced mass μ replaces m. Then Δ₀, proportional to 1/μ, rises by the mass ratio, 5.4×10⁻⁴ or 1.3 Hz, while Γ₀ is unchanged, since it depends only on the mean-square relative velocity ⟨v²⟩ = 1/n², which does not contain the mass. The crude dipole parameter, thermal wave number αkT times orbit size 2n², is 0.035 at n = 50 and 0.139 at n = 100; multipole corrections were not computed. Γ counts first jumps out of the level nl only, so cascades that repopulate it are not included. Dropping the levels n, l±1 from (13) is also a feature of the model. In real hydrogen fine structure and the Lamb shift split them by much less than kT, so they enter (11) with a small f_j and Φ ≈ 1. For 2s, with χ(0) = 120 a.u., (13) gives −1.03 Hz at 300 K, and the two 2p levels, with Σf ≈ 1.7×10⁻⁵, add about +0.04 Hz.

Values computed for the example and the checks

```
T = 300 K, kT = 9.50043e-04 hartree, alpha^3 = 3.88594e-07
hartree/h = 6.57968e+15 Hz, hartree/hbar = 4.13414e+16 1/s
D0 = 3.6729e-13 hartree = 2416.7 Hz (SI quadrature 2416.7 Hz)
G0 n^2 = 4.9224e-10 a.u. = 2.0350e+07 1/s
(kT)^(-1/3) = 10.172 (a.u.)
2^(2/3)|Ai'(0)| = 0.41085, -Gamma(2/3)zeta(2/3) = 3.3143
C = 1.1189, C (kT)^(-1/3) = 11.38 (dimensionless)
A(2p) = 6.2683e+08 1/s; 1s: polarizability 4.50000 a.u., shift -0.03875 Hz
n=30 l=0: eta = 3.8985e-02, sum f = 1.00000, n^2 sum w^2 d2 = 1.00000
  G0 = 22611.0 1/s, G = 14615.3 1/s, Gsp = 21102.17 1/s
  G/G0 = 0.6464, Kepler 0.6418, low-l law 0.6206
  D = 2340.0 Hz, D/D0-1 = -3.174e-02, (D/D0-1)/eta = -0.814
n=50 l=0: eta = 8.4207e-03, sum f = 1.00000, n^2 sum w^2 d2 = 1.00000
  G0 = 8140.0 1/s, G = 6358.7 1/s, Gsp = 4629.30 1/s
  G/G0 = 0.7812, Kepler 0.7783, low-l law 0.7724
  D = 2399.4 Hz, D/D0-1 = -7.132e-03, (D/D0-1)/eta = -0.847
n=50 l=1: eta = 8.4207e-03, sum f = 1.00000, n^2 sum w^2 d2 = 1.00000
  G0 = 8140.0 1/s, G = 6396.1 1/s, Gsp = 43499.07 1/s
  G/G0 = 0.7858, Kepler 0.7831, low-l law 0.7724
  D = 2400.2 Hz, D/D0-1 = -6.812e-03, (D/D0-1)/eta = -0.809
n=50 l=10: eta = 8.4207e-03, sum f = 1.00000, n^2 sum w^2 d2 = 1.00000
  G0 = 8140.0 1/s, G = 7458.1 1/s, Gsp = 837.33 1/s
  G/G0 = 0.9162, Kepler 0.9163, low-l law 0.7724
  D = 2415.2 Hz, D/D0-1 = -6.224e-04, (D/D0-1)/eta = -0.074
n=50 l=49: eta = 8.4207e-03, sum f = 1.00000, n^2 sum w^2 d2 = 1.00000
  G0 = 8140.0 1/s, G = 8105.1 1/s, Gsp = 34.97 1/s
  G/G0 = 0.9957, Kepler 0.9957, low-l law 0.7724
  D = 2416.7 Hz, D/D0-1 = -1.720e-06, (D/D0-1)/eta = -0.000
  (G+Gsp)/G0-1 = 6.28e-06, eta^2/12 = 5.91e-06
n=100 l=0: eta = 1.0526e-03, sum f = 1.00000, n^2 sum w^2 d2 = 1.00000
  G0 = 2035.0 1/s, G = 1808.7 1/s, Gsp = 583.22 1/s
  G/G0 = 0.8888, Kepler 0.8873, low-l law 0.8862
  D = 2414.5 Hz, D/D0-1 = -9.073e-04, (D/D0-1)/eta = -0.862
shift departure ratio 50s/100s = 7.86
50s basis change: G/G0 by 3.7e-11, D/D0 by 7.9e-12
dipole parameter 2 n^2 alpha kT: n=50 0.035, n=100 0.139
```
